**Dilute permittivity of randomly oriented conducting spheroids**

For isotropically oriented, perfectly conducting prolate spheroids at volume fraction f in a host of permittivity ε_m, the program tests ε_eff/ε_m = 1 + fS to first order in f, with S = (1/L_z + 2/L_x)/3. Here L_z and L_x are the depolarization factors along and across the long axis. The program asserts that the line sources cancel a uniform field on the spheroid's surface, and that the closed-form factors agree with quadrature over the surface charge of a uniformly polarized spheroid. Further assertions cover the tip field, the boundary conditions of a dielectric spheroid, the charge induced on capacitor plates, the orientation average and the alignment energy. At aspect ratio 10 the output gives S = 17.79, against 3 for spheres, so one volume percent gives first-order gains of 17.8 and 3.0 percent. Two approximate treatments of interactions give 18.9 and 21.6 percent at the same loading; neither is a bound. The remaining output sizes finite conductivity, breakdown, tunnelling and field alignment for rough values typical of silver nanorods in silicone rubber.

## Check in Python

```python
"""
Result under test: conducting prolate spheroids, isotropically oriented at small
volume fraction f in a host of permittivity eps_m, give
    eps_eff/eps_m = 1 + f*S,   S = (1/L_z + 2/L_x)/3,
with S near 17.8 for aspect ratio 10 and S = 3 for spheres.
Symbols: a, b = half-length and half-width; e = sqrt(1 - b^2/a^2); c = e*a;
L_z, L_x = depolarization factors along and across the long axis.
Geometry tests use b = 1, unit applied field and unit host permittivity, with
Gaussian electrostatics (potential of a charge q is q/r).
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.spatial.transform import Rotation
from scipy import constants as const


def factors(ratio):
    """Closed-form depolarization factors of a prolate spheroid, ratio > 1."""
    ecc = np.sqrt(1 - 1 / ratio**2)
    at = np.arctanh(ecc)
    along = (1 - ecc**2) * (at - ecc) / ecc**3
    across = (1 - ecc**2) * (ecc / (1 - ecc**2) - at) / (2 * ecc**3)
    return along, across


def factors_from_surface_charge(ratio):
    """Field at the centre of a uniformly polarized spheroid, by quadrature."""
    def r3(t):
        return (ratio**2 * np.cos(t)**2 + np.sin(t)**2)**1.5
    along = quad(lambda t: 0.5 * ratio * np.sin(t) * np.cos(t)**2 / r3(t),
                 0, np.pi, limit=200)[0]
    across = quad(lambda t: 0.25 * ratio * np.sin(t)**3 / r3(t),
                  0, np.pi, limit=200)[0]
    return along, across


def slope(along, across, inverse_contrast=0.0):
    """S; inverse_contrast = eps_m/(eps_i - eps_m), zero for a conductor."""
    return (1 / (along + inverse_contrast) + 2 / (across + inverse_contrast)) / 3


aspect = 10.0
a, b = aspect, 1.0
e = np.sqrt(1 - (b / a)**2)
c = e * a
Lz, Lx = factors(aspect)


def line_integral(function, z):
    nearest = float(np.clip(z, -0.999 * c, 0.999 * c))
    return quad(function, -c, c, points=[nearest], limit=300,
                epsabs=1e-11, epsrel=1e-11)[0]


def axial_line(rho, z):
    """Potential of the line charge density t on |t| < c."""
    return line_integral(lambda t: t / np.sqrt(rho**2 + (z - t)**2), z)


def transverse_line(rho, z):
    """Potential divided by x of transverse line dipoles c^2 - t^2."""
    return line_integral(
        lambda t: (c**2 - t**2) / (rho**2 + (z - t)**2)**1.5, z)


# The line sources cancel a uniform field over the whole conducting surface.
G = 2 * (np.arctanh(e) - e)
J = 2 * e / (1 - e**2) - 2 * np.arctanh(e)
for angle in (0.3, 0.7, 1.2, 1.5):
    rho_s, z_s = b * np.sin(angle), a * np.cos(angle)
    assert abs(axial_line(rho_s, z_s) / z_s / G - 1) < 1e-7
    assert abs(transverse_line(rho_s, z_s) / J - 1) < 1e-7

# Dipole moments from the sources, against factors from polarization charge.
Lz_num, Lx_num = factors_from_surface_charge(aspect)
z0, rho0 = a * np.cos(0.9), b * np.sin(0.9)
p_axial = quad(lambda t: t**2, -c, c)[0] / (axial_line(rho0, z0) / z0)
p_trans = quad(lambda t: c**2 - t**2, -c, c)[0] / transverse_line(rho0, z0)
assert abs(p_axial / (a * b**2 / (3 * Lz_num)) - 1) < 1e-6
assert abs(p_trans / (a * b**2 / (3 * Lx_num)) - 1) < 1e-6
assert abs(Lz / Lz_num - 1) < 1e-7 and abs(Lx / Lx_num - 1) < 1e-7
assert abs(Lz_num + 2 * Lx_num - 1) < 1e-8

# Sphere limit: symbolic expansion and direct surface quadrature.
s = sp.symbols('s', positive=True)
atanh_series = sum(s**k / sp.Integer(k) for k in range(1, 12, 2))
Lz_series = sp.expand((1 - s**2) * (atanh_series - s) / s**3)
L_sphere = float(Lz_series.subs(s, 0))
assert np.allclose(factors_from_surface_charge(1.0), L_sphere, atol=1e-9)
S_sphere = slope(L_sphere, L_sphere)

# Field just outside the tip, by differentiating the complete potential.
step = 1e-4
def axis_potential(z):
    return -z + axial_line(0.0, z) / G
tip_num = -(axis_potential(a + step) - axis_potential(a - step)) / (2 * step)
assert abs(tip_num * Lz - 1) < 1e-4

# Dielectric spheroid: uniform inside field and continuous normal displacement.
contrast = 100.0
inv_contrast = 1 / (contrast - 1)
kappa = a * b**2 / (3 * (Lz + inv_contrast)) / (2 * c**3 / 3)
nu = a * b**2 / (3 * (Lx + inv_contrast)) / (4 * c**3 / 3)
def outside_axial(x, z):
    return -z + kappa * axial_line(x, z)
def outside_transverse(x, z):
    return -x + nu * x * transverse_line(x, z)
inside_fields = {0: [], 1: []}
for angle in (0.7, 1.2):
    x_s, z_s = b * np.sin(angle), a * np.cos(angle)
    normal = np.array([x_s / b**2, z_s / a**2])
    normal /= np.linalg.norm(normal)
    h = 1e-3
    for case, pot in enumerate((outside_axial, outside_transverse)):
        coordinate = (z_s, x_s)[case]
        n_component = (normal[1], normal[0])[case]
        inside = -pot(x_s, z_s) / coordinate
        inside_fields[case].append(inside)
        d_out = (pot(x_s + h * normal[0], z_s + h * normal[1])
                 - pot(x_s - h * normal[0], z_s - h * normal[1])) / (2 * h)
        assert abs(d_out / (-contrast * inside * n_component) - 1) < 1e-3
for values in inside_fields.values():
    assert abs(values[0] / values[1] - 1) < 1e-5

# Charge induced on the upper of two grounded plates (spacing 1) by a unit
# charge at a given height, from the sum over image charges.
height = 0.3
nodes, weights = np.polynomial.legendre.leggauss(240)
radius, weights = 4 * (nodes + 1), 4 * weights
m = np.arange(-399, 401)
distance = (1 - 2 * m) - height
E_plate = 2 * np.sum(distance / (radius[:, None]**2 + distance**2)**1.5, axis=1)
induced = -0.5 * np.sum(weights * radius * E_plate)
assert abs(induced + height) < 1e-4

# Isotropic average of the response tensor from random rotations.
S = slope(Lz, Lx)
rotations = Rotation.random(100000, random_state=7).as_matrix()
response = np.diag([1 / Lx, 1 / Lx, 1 / Lz])
mean_response = np.einsum('nij,jk,nlk->il', rotations, response,
                          rotations) / len(rotations)
# Sampling error of each entry is below 0.05.
assert np.max(np.abs(mean_response - S * np.eye(3))) < 0.25

# Long-rod form of the axial factor; the relative error must shrink.
def long_rod_factor(ratio):
    return (np.log(2 * ratio) - 1) / ratio**2
rod_errors = [abs(long_rod_factor(r) / factors_from_surface_charge(r)[0] - 1)
              for r in (10.0, 40.0)]
assert rod_errors[0] < 0.03 and rod_errors[1] < 0.2 * rod_errors[0]

# Worked example: rough values for silver nanorods in silicone rubber.
f = 0.01
half_length, half_width = 500e-9, 50e-9
coat = 5e-9
eps_host = 3.0
field = 1e5
frequency = 1e6
conductivity = 1e7
temperature = 300.0
breakdown = 2e7
barrier_eV = 3.0
shear_modulus = 1e6
assert abs(half_length / half_width - aspect) < 1e-9

volume = 4 * np.pi / 3 * half_length * half_width**2
density = f / volume
neighbours = density * 4 * np.pi / 3 * half_length**3
gain, gain_sphere = f * S, f * S_sphere
assert abs(100 * gain - 18) < 0.5 and abs(100 * gain_sphere - 3) < 1e-6

# Interaction estimates: iterate each self-consistency condition.
gain_cavity, eps_self = 0.0, 1.0
for _ in range(200):
    gain_cavity = gain * (1 + gain_cavity / 3)
    eps_self = 1 + gain * eps_self
assert abs(gain_cavity - gain / (1 - gain / 3)) < 1e-12
assert abs(eps_self - 1 / (1 - gain)) < 1e-12

# Finite conductivity and finite permittivity of the inclusions.
eps_metal = 1 + 1j * conductivity / (2 * np.pi * frequency * const.epsilon_0)
S_metal = slope(Lz, Lx, eps_host / (eps_metal - eps_host))
metal_error = abs(S_metal / S - 1)
S_dielectric = slope(Lz, Lx, inv_contrast)

# Alignment energy: integrate the torque p x E from parallel to perpendicular.
scale = const.epsilon_0 * eps_host * volume * field**2
def torque(theta):
    direction = np.array([np.sin(theta), 0.0, np.cos(theta)])
    dipole = response @ direction
    return abs(np.cross(dipole, direction)[1])
align_energy = 0.5 * scale * (1 / Lz - 1 / Lx)
assert abs(scale * quad(torque, 0, np.pi / 2)[0] / align_energy - 1) < 1e-8
align_ratio = align_energy / (const.k * temperature)
torque_density = scale * max(torque(t) for t in np.linspace(0, np.pi / 2, 181)) / volume
assert abs(torque_density * volume / align_energy - 1) < 1e-8

# Tunnelling through two coats, and potential available at a tip.
decay = np.sqrt(2 * const.m_e * barrier_eV * const.e) / const.hbar
log_tunnel = -2 * decay * 2 * coat / np.log(10)
tip_drop = field * half_length

MVcm = 1e8
print(f"aspect ratio a/b                          {aspect:.0f}")
print(f"eccentricity e                            {e:.6f}")
print(f"artanh e                                  {np.arctanh(e):.6f}")
print(f"L_z (closed form)                         {Lz:.6f}")
print(f"L_z (surface-charge quadrature)           {Lz_num:.6f}")
print(f"L_x (closed form)                         {Lx:.6f}")
print(f"L_x (surface-charge quadrature)           {Lx_num:.6f}")
print(f"1/L_z                                     {1 / Lz:.3f}")
print(f"1/L_x                                     {1 / Lx:.3f}")
print(f"long-axis part of S, 1/(3 L_z)            {1 / (3 * Lz):.3f}")
print(f"transverse part of S, 2/(3 L_x)           {2 / (3 * Lx):.3f}")
print(f"S for spheroids                           {S:.3f}")
print(f"S for spheres                             {S_sphere:.3f}")
print(f"volume fraction f                         {100 * f:.1f} percent")
print(f"first-order gain, spheroids               {100 * gain:.2f} percent")
print(f"first-order gain, spheres                 {100 * gain_sphere:.2f} percent")
for r in (2.0, 5.0, 20.0):
    print(f"S at aspect ratio {r:2.0f}                      {slope(*factors(r)):.3f}")
print(f"long-rod estimate of L_z                  {long_rod_factor(aspect):.6f}")
print(f"half-length a                             {half_length * 1e9:.0f} nm")
print(f"half-width b                              {half_width * 1e9:.0f} nm")
print(f"insulating coat thickness                 {coat * 1e9:.0f} nm")
print(f"host relative permittivity                {eps_host:.2f}")
print(f"first-order composite permittivity        {eps_host * (1 + gain):.3f}")
print(f"same with spheres                         {eps_host * (1 + gain_sphere):.3f}")
print(f"rod number density                        {density * 1e-18:.3f} per um^3")
print(f"mean centres within a of a point          {neighbours:.3f}")
print(f"gain, cavity local-field estimate         {100 * gain_cavity:.2f} percent")
print(f"gain, self-consistent estimate            {100 * (eps_self - 1):.2f} percent")
print(f"frequency                                 {frequency / 1e6:.1f} MHz")
print(f"rod conductivity (rough)                  {conductivity:.1e} S/m")
print(f"relative change of S, finite conductivity {metal_error:.1e}")
print(f"S at permittivity contrast {contrast:.0f}            {S_dielectric:.3f}")
print(f"applied field                             {field / MVcm:.4f} MV/cm")
print(f"tip field                                 {field / Lz / MVcm:.4f} MV/cm")
print(f"host breakdown field (rough)              {breakdown / MVcm:.2f} MV/cm")
print(f"applied field for tip breakdown, rods     {breakdown * Lz / MVcm:.4f} MV/cm")
print(f"same for spheres                          {breakdown * L_sphere / MVcm:.4f} MV/cm")
print(f"tunnel barrier (rough)                    {barrier_eV:.1f} eV")
print(f"log10 of tunnel factor, two coats         {log_tunnel:.1f}")
print(f"potential available at a tip, E*a         {tip_drop:.3f} V")
print(f"temperature                               {temperature:.0f} K")
print(f"alignment energy                          {align_energy / const.e:.3f} eV")
print(f"alignment energy / kT                     {align_ratio:.2f}")
print(f"first-order gain if fully aligned         {100 * f / Lz:.1f} percent")
print(f"largest torque per rod volume             {torque_density:.2f} Pa")
print(f"rubber shear modulus (rough)              {shear_modulus / 1e6:.1f} MPa")
print(f"torque density / shear modulus            {torque_density / shear_modulus:.1e}")
print("checks complete")
```

Printed output:

```
aspect ratio a/b                          10
eccentricity e                            0.994987
artanh e                                  2.993223
L_z (closed form)                         0.020286
L_z (surface-charge quadrature)           0.020286
L_x (closed form)                         0.489857
L_x (surface-charge quadrature)           0.489857
1/L_z                                     49.295
1/L_x                                     2.041
long-axis part of S, 1/(3 L_z)            16.432
transverse part of S, 2/(3 L_x)           1.361
S for spheroids                           17.793
S for spheres                             3.000
volume fraction f                         1.0 percent
first-order gain, spheroids               17.79 percent
first-order gain, spheres                 3.00 percent
S at aspect ratio  2                      3.534
S at aspect ratio  5                      7.384
S at aspect ratio 20                      50.732
long-rod estimate of L_z                  0.019957
half-length a                             500 nm
half-width b                              50 nm
insulating coat thickness                 5 nm
host relative permittivity                3.00
first-order composite permittivity        3.534
same with spheres                         3.090
rod number density                        1.910 per um^3
mean centres within a of a point          1.000
gain, cavity local-field estimate         18.91 percent
gain, self-consistent estimate            21.64 percent
frequency                                 1.0 MHz
rod conductivity (rough)                  1.0e+07 S/m
relative change of S, finite conductivity 7.6e-10
S at permittivity contrast 100            12.303
applied field                             0.0010 MV/cm
tip field                                 0.0493 MV/cm
host breakdown field (rough)              0.20 MV/cm
applied field for tip breakdown, rods     0.0041 MV/cm
same for spheres                          0.0667 MV/cm
tunnel barrier (rough)                    3.0 eV
log10 of tunnel factor, two coats         -77.1
potential available at a tip, E*a         0.050 V
temperature                               300 K
alignment energy                          0.205 eV
alignment energy / kT                     7.93
first-order gain if fully aligned         49.3 percent
largest torque per rod volume             6.28 Pa
rubber shear modulus (rough)              1.0 MPa
torque density / shear modulus            6.3e-06
checks complete
```
